\section*{How Much of a Jones Pupil a Polarized Imaging Calculation Needs}

\section{The decision}

An imaging calculation for a lithographic lens must be told how to describe the pupil. The cheapest setting stores one phase per pupil point. The next adds an amplitude, and the fullest stores a complex $2\times2$ Jones matrix $J$, which also carries the dependence on polarization. The choice decides whether the computed fringe position, dose and contrast can be trusted. With the pupil used below, a calculation that leaves out retardance misplaces the fringes of the two input polarizations by about 1.2~nm in opposite directions, on a period of 100~nm.

To choose, it helps to split $J$ into parts whose leading effects on the image differ. For $\det J\neq0$ the split is
\begin{equation}
J=t\,e^{i\phi}\,V P,\qquad
V=e^{i\boldsymbol\delta\cdot\boldsymbol\sigma/2},\qquad
P=e^{\boldsymbol\eta\cdot\boldsymbol\sigma/2},
\label{split}
\end{equation}
with scalar amplitude $t>0$ (apodization), scalar phase $\phi$, and real vectors $\boldsymbol\delta$ (retardance) and $\boldsymbol\eta$ (diattenuation). Write $\boldsymbol\delta=\delta\mathbf r$ and $\boldsymbol\eta=\eta\mathbf d$ with unit vectors $\mathbf r,\mathbf d$ and $\delta,\eta\ge0$.

Fields vary as $e^{-i\omega t'}$, $t'$ being time, so a positive phase is a delay. The Pauli matrices are in optical order:
\begin{equation}
\sigma_1=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\sigma_2=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_3=\begin{pmatrix}0&-i\\i&0\end{pmatrix}.
\end{equation}
They stand for linear $x/y$, linear $\pm45^\circ$ and circular polarization. Their products give, for any complex vectors,
\begin{equation}
(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)
=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma .
\label{prod}
\end{equation}
Since $(\mathbf r\cdot\boldsymbol\sigma)^2=1$, the exponential series sum to
\begin{equation}
V=\cos\tfrac\delta2+i\sin\tfrac\delta2\,\mathbf r\cdot\boldsymbol\sigma,\qquad
P=\cosh\tfrac\eta2+\sinh\tfrac\eta2\,\mathbf d\cdot\boldsymbol\sigma .
\label{VP}
\end{equation}
The polarization state with Stokes vector $+\mathbf r$ is delayed by $\delta/2$, so it is the slow state.

\section{From the matrix to its four parts}

\subsection{Scalar amplitude and phase}

Write $J=a_0+\mathbf a\cdot\boldsymbol\sigma$. Because $\mathrm{Tr}(\sigma_j\sigma_k)=2\delta_{jk}$ (here a Kronecker symbol), $a_k=\tfrac12\mathrm{Tr}(\sigma_kJ)$, or
\begin{equation}
\begin{aligned}
a_0&=\tfrac12(J_{xx}+J_{yy}), & a_1&=\tfrac12(J_{xx}-J_{yy}),\\
a_2&=\tfrac12(J_{xy}+J_{yx}), & a_3&=\tfrac i2(J_{xy}-J_{yx}).
\end{aligned}
\end{equation}
Multiplying out the determinant gives $\det J=a_0^2-\mathbf a\cdot\mathbf a$, without complex conjugation. The exponents in $V$ and $P$ are traceless, so $\det V=\det P=1$ and $\det J=t^2e^{2i\phi}$. Hence
\begin{equation}
t=|\det J|^{1/2},\qquad \phi=\tfrac12\arg\det J\pmod\pi .
\label{scalar}
\end{equation}
Define $c_k=a_k/(te^{i\phi})$ and $M=c_0+\mathbf c\cdot\boldsymbol\sigma$, so that $\det M=1$ and $M=VP$.

\subsection{Retardance}

From (\ref{prod}), $(c_0+\mathbf c\cdot\boldsymbol\sigma)(c_0-\mathbf c\cdot\boldsymbol\sigma)=c_0^2-\mathbf c\cdot\mathbf c=1$. Therefore $M^{-1}=c_0-\mathbf c\cdot\boldsymbol\sigma$, and $(M^\dagger)^{-1}=c_0^*-\mathbf c^*\cdot\boldsymbol\sigma$. On the other side, $M^\dagger=PV^\dagger$ gives $(M^\dagger)^{-1}=VP^{-1}$. Adding $M$ to each form,
\begin{equation}
2\,\mathrm{Re}\,c_0+2i\,\mathrm{Im}\,\mathbf c\cdot\boldsymbol\sigma
=V(P+P^{-1})=2\cosh\tfrac\eta2\,V,
\end{equation}
because the $\mathbf d$ terms of $P$ and $P^{-1}$ cancel. Comparison with (\ref{VP}) yields
\begin{equation}
\mathrm{Re}\,c_0=\cosh\tfrac\eta2\cos\tfrac\delta2,\qquad
\mathrm{Im}\,\mathbf c=\cosh\tfrac\eta2\sin\tfrac\delta2\,\mathbf r,
\label{ret}
\end{equation}
so $\tan(\delta/2)=|\mathrm{Im}\,\mathbf c|/\mathrm{Re}\,c_0$.

The remaining ambiguity is the sign of $c$, tied to $\phi\to\phi+\pi$. For $\delta<\pi$ the cosine is positive, so the rule is to choose $\mathrm{Re}\,c_0>0$. If $J$ is continuous and invertible, $c$ is continuous up to its sign. Since $\mathrm{Re}\,c_0$ does not pass through zero, the rule then makes $e^{i\phi}$ continuous over the pupil. The bare half-argument in (\ref{scalar}) lacks this property. In the example pupil the chosen phase factor changes by at most 0.258 between neighbouring samples, whereas the bare one jumps by 2.000, a full change of sign.

\subsection{Diattenuation}

As $V$ is unitary, $M^\dagger M=P^2=\cosh\eta+\sinh\eta\,\mathbf d\cdot\boldsymbol\sigma$. Expanding the left side with (\ref{prod}), the vector part is
\begin{equation}
c_0^*\mathbf c+c_0\mathbf c^*+i\,\mathbf c^*\times\mathbf c,
\qquad
\mathbf c^*\times\mathbf c=2i\,\mathrm{Re}\,\mathbf c\times\mathrm{Im}\,\mathbf c .
\end{equation}
Therefore
\begin{equation}
\sinh\eta\;\mathbf d=2\left[\mathrm{Re}(c_0^*\mathbf c)
-\mathrm{Re}\,\mathbf c\times\mathrm{Im}\,\mathbf c\right].
\label{dia}
\end{equation}
An input state $e$ of unit norm and Stokes vector $\mathbf s=e^\dagger\boldsymbol\sigma e$ is transmitted with intensity $t^2(\cosh\eta+\sinh\eta\,\mathbf d\cdot\mathbf s)$. The extremes are $t^2e^{\pm\eta}$, and the intensity diattenuation, their difference over their sum, is $D=\tanh\eta$.

These formulas also show uniqueness: $M^\dagger M$ fixes the positive matrix $P$, then $V=MP^{-1}$, and $\delta<\pi$ fixes the sign. The split fails for a perfect polarizer, where $\det J=0$. At $\delta=\pi$ the sign choice is lost. In tests with random matrices the closed forms agreed with a numerical polar decomposition to rounding error.

\subsection{Two conventions that change the components}

Equation (\ref{split}) lets the diattenuator act first. With it last, $J=te^{i\phi}P'V$ and $P'=VPV^\dagger$. Let $\mathbf d'\cdot\boldsymbol\sigma=V(\mathbf d\cdot\boldsymbol\sigma)V^\dagger$ and differentiate with respect to $\delta$ at fixed $\mathbf r$:
\begin{equation}
\frac{d\mathbf d'}{d\delta}\cdot\boldsymbol\sigma
=\tfrac i2[\mathbf r\cdot\boldsymbol\sigma,\mathbf d'\cdot\boldsymbol\sigma]
=-(\mathbf r\times\mathbf d')\cdot\boldsymbol\sigma .
\end{equation}
The diattenuation vector turns about $\mathbf r$ by the angle $-\delta$; its length and the retardance stay the same.

The transverse axes matter too. Here they are carried from the optical axis to each ray by the shortest rotation. Turning the exit axes alone by an angle $\psi$ multiplies $J$ by a rotation matrix, which equals $e^{i\psi\sigma_3}$: a circular retarder of strength $2\psi$. Data in another frame must be converted before their retardance is judged.

\section{What each part does to a two-beam image}

\subsection{Mean and fringe amplitude}

Let two mutually coherent plane waves travel at $\pm\theta$ in the $xz$ plane of a lossless medium of index $n$, without reflections. Their equal obliquity factors are dropped. The rotation that carries the axes gives the fields
\begin{equation}
\mathbf F_\pm=R_\pm J_\pm e,\qquad
R_\pm=\begin{pmatrix}\cos\theta&0\\0&1\\\mp\sin\theta&0\end{pmatrix}.
\end{equation}
With $k_x=2\pi n\sin\theta/\lambda$ and unit mean for two ideal beams, the intensity is
\begin{equation}
I=\tfrac12\left|\mathbf F_+e^{ik_xx}+\mathbf F_-e^{-ik_xx}\right|^2
=m+2\,\mathrm{Re}\left(Ce^{2ik_xx}\right).
\end{equation}
Since $R_\pm^\dagger R_\pm=1$ and $R_-^\dagger R_+=\mathrm{diag}(\cos^2\theta-\sin^2\theta,\,1)$,
\begin{equation}
m=\tfrac12e^\dagger(J_+^\dagger J_++J_-^\dagger J_-)e,\qquad
C=\tfrac12e^\dagger J_-^\dagger GJ_+e,
\label{image}
\end{equation}
where $G=\mathrm{diag}(g,1)$ and $g=\cos2\theta$. The contrast is $2|C|/m$. For $g>0$ the shift from the ideal image is the peak position $X=-\arg C\,\Lambda/2\pi$, with period $\Lambda=\lambda/(2n\sin\theta)$.

Insert (\ref{split}) and write $\Delta$ for the plus beam minus the minus beam. Four statements follow within this model, without assuming small errors:
\begin{itemize}
\item Scalar phase multiplies $C$ by $e^{i\Delta\phi}$ and shifts the fringes of both polarizations equally.
\item Apodization multiplies $C$ by $t_+t_->0$ and shifts nothing. Acting alone, it multiplies the contrast by $2t_+t_-/(t_+^2+t_-^2)=1/\cosh\ln(t_+/t_-)$.
\item Retardance drops out of $J^\dagger J=t^2P^2$, so at fixed $t$ and $\boldsymbol\eta$ it does not affect the means. This is tied to the order $VP$. With the diattenuator last, or with physical plates taken out, the means do change at second order; in the example below they go from 0.743 and 0.599 to 0.746 and 0.596.
\item Without diattenuation, $J^\dagger J=t^2$, and the means for $x$ and $y$ input are equal.
\end{itemize}

\subsection{Small errors: position and dose}

Let $\boldsymbol\delta$, $\boldsymbol\eta$ and $\ln(t_+/t_-)$ be small, and set $\mathbf z=\boldsymbol\eta+i\boldsymbol\delta$. To first order $M=1+\tfrac12\mathbf z\cdot\boldsymbol\sigma$, so
\begin{equation}
M_{xx}=1+\tfrac12z_1,\quad M_{yy}=1-\tfrac12z_1,\quad
M_{yx}=\tfrac12p,\quad M_{xy}=\tfrac12q,
\end{equation}
with $p=z_2+iz_3$ and $q=z_2-iz_3$. The crossed elements enter $C$ as products of two small quantities. The direct ones give
\begin{equation}
\arg C_x=\Delta\phi+\tfrac12\Delta\delta_1,\qquad
\arg C_y=\Delta\phi-\tfrac12\Delta\delta_1 .
\label{shift}
\end{equation}
For the means, $m_{x,y}\propto\sum t^2(1\pm\eta_1)$, where the sum runs over the two beams. The unequal weights $t^2$ matter at second order, hence
\begin{equation}
\ln(m_x/m_y)=\eta_{1+}+\eta_{1-}.
\label{dose}
\end{equation}
When generic small errors were halved, the errors of (\ref{shift}) and (\ref{dose}) fell by factors close to four, as second-order remainders should.

\subsection{Small errors: contrast}

Contrast loss starts at second order. For $y$ input each beam has the unnormalized polarization $(q/2,1)$. Normalization reduces its $y$ amplitude to $1-|q|^2/8$, while the leaked $x$ amplitudes overlap with weight $g$. Unequal beam strengths multiply the contrast by $1/\cosh L_y\simeq1-L_y^2/2$. Here $L$ is the logarithm of the ratio of field amplitudes:
\begin{equation}
L_{x,y}=\ln(t_+/t_-)\pm\tfrac12\Delta\eta_1 ,
\end{equation}
with the upper sign for $x$. Collecting terms, the contrasts $K_y$ and $K_x$ for $y$ and $x$ input are
\begin{align}
K_y&\simeq1-\tfrac12L_y^2-\tfrac18(|q_+|^2+|q_-|^2)
+\tfrac g4\mathrm{Re}(q_+q_-^*),\label{Ky}\\
K_x&\simeq g\left[1-\tfrac12L_x^2-\tfrac18(|p_+|^2+|p_-|^2)\right]
+\tfrac14\mathrm{Re}(p_+p_-^*).\label{Kx}
\end{align}
The second line has the same origin, with the direct and leaked weights exchanged. Light leaked from $x$ to $y$ interferes fully and may raise the contrast.

In general the expansions for $x$ need $g$ to be large compared with $|p_+p_-|/4$. At $\theta=45^\circ$, $g=0$: the direct fringe vanishes, and the fringe that remains exists only through leakage. To leading order its $C$ is proportional to $e^{i\Delta\phi}p_+p_-^*$, so scalar phase still shifts it. Beyond $45^\circ$, $g<0$ and the ideal $x$ fringe is reversed.

\section{A worked pupil}

The model pupil has round parameters and represents no particular lens. A coating with radial diattenuation sits between two retarding plates, with scalar phase and apodization added. The wavelength is 180~nm, $n=1.5$, the numerical aperture 1.2, and the beams cross the pupil at $\pm0.75$ of its radius. Thus $\sin\theta=1.2\times0.75/1.5=0.6$, $g=1-2(0.6)^2=0.28$, and $\Lambda=180/(2\times1.5\times0.6)=100$~nm.

\subsection{One matrix taken apart}

For the plus beam,
\begin{equation}
J_+=\begin{pmatrix}0.04023+0.88956i&-0.14490+0.01858i\\
-0.11922+0.03488i&0.27857+0.74670i\end{pmatrix}.
\end{equation}
Half the trace is $a_0=0.15940+0.81813i$. The determinant, $-0.66965+0.28511i$, has modulus 0.7278 and argument 2.7391, so $t=0.8531$ and $\phi=1.3695$~rad. Dividing the coefficients by $te^{i\phi}$ gives $c_0=0.9770+0.0086i$ and
\begin{equation}
\begin{aligned}
\mathrm{Re}\,\mathbf c&=(0.0541,-0.0002,-0.0128),\\
\mathrm{Im}\,\mathbf c&=(0.1536,0.1579,-0.0124).
\end{aligned}
\end{equation}
The sign is already right. The length of $\mathrm{Im}\,\mathbf c$ is 0.2207, so $\delta=2\arctan(0.2207/0.9770)=0.444$~rad. Equation (\ref{dia}) gives $\sinh\eta\,\mathbf d=(0.1043,0.0049,-0.0425)$, of length 0.1127; hence $\eta=0.1125$ and $D=0.112$. A scan over input polarizations gives the same $D$.

The coating is linear, yet $\boldsymbol\eta_+$ has a circular component of $-0.0424$. If $A$ and $B$ are the first and last plates and $P_0$ is the coating, then $BP_0A=(BA)(A^\dagger P_0A)$: the first plate turns the coating's vector. With the diattenuator placed last, the circular component is $-0.0081$. A single component therefore does not identify a physical part of the lens.

It is tempting to read $\boldsymbol\eta+i\boldsymbol\delta$ directly from $2\mathbf a/a_0$. Multiplying out $VP$ shows the leading error:
\begin{equation}
2\mathbf a/a_0=\boldsymbol\eta+i\boldsymbol\delta
-\tfrac12\boldsymbol\delta\times\boldsymbol\eta+\text{third order}.
\end{equation}
For the circular diattenuation the shortcut returns $-0.0265$ instead of $-0.0424$. The cross product contributes $+0.0158$, nearly all of the difference.

\subsection{Position and dose}

The minus beam has $t=0.7781$. The differences are $\Delta\phi=0.2651$ and $\Delta\delta_1=0.1484$~rad. Equation (\ref{shift}) predicts
\begin{equation}
X_{x,y}=-\frac{100\ \mathrm{nm}}{2\pi}(0.2651\pm0.0742)
=-5.40,\ -3.04\ \mathrm{nm},
\end{equation}
against $-5.42$ and $-3.02$~nm from the full fields. Without retardance both shifts become $-4.22$~nm. Without scalar phase, $-1.21$ and $+1.20$~nm remain. Removing diattenuation changes either shift by less than 0.01~nm.

The means are 0.743 for $x$ and 0.599 for $y$. Their logarithmic ratio is 0.2149, and (\ref{dose}) gives $0.1041+0.1116=0.2157$. Without diattenuation both means are 0.667.

\subsection{Contrast}

For $y$ input the parts found above, with those of the minus beam, give $q_+=-0.020+0.360i$ and $q_-=-0.008+0.072i$. Also $L_y=0.0920+0.0037=0.0957$. Equation (\ref{Ky}) becomes
\begin{equation}
K_y\simeq1-0.0046-0.0169+0.0018=0.980,
\end{equation}
and the full calculation gives 0.980. The leakage costs more contrast than the unequal beam strengths. Without retardance the contrast recovers to 0.995.

For $x$ input the full value is 0.279, close to the ideal 0.28. Here $p_+=0.030+0.276i$ and $p_-=0.009+0.043i$. In (\ref{Kx}) the normalization loss is 0.0028 and the gain from leaked light 0.0030, so they nearly cancel. The small change does not mean that the $x$ beams are free of leakage. If these two matrices were used at $\theta=45^\circ$, the leakage alone would leave a contrast of about $|p_+p_-|/4=0.003$.

\section{What matching images cannot show}

Agreement between the original and rebuilt pupils for $x$ and $y$ input is necessary, but it does not establish that a pupil is right. The two images supply six real numbers: a mean, a contrast and a shift each. Two Jones matrices contain sixteen.

A concrete blind spot is a retarder $Q=\mathrm{diag}(e^{i\alpha/2},e^{-i\alpha/2})$ placed before both beams. It multiplies $x$ or $y$ input by a phase common to both beams, which cancels in (\ref{image}). With $\alpha=0.5$~rad, $\delta_{1+}$ rises from 0.309 to 0.805~rad, yet the two images agree with the old ones to rounding error. For $45^\circ$ input the intensity changes by up to 0.026 of the ideal mean. A check of the whole pupil therefore needs other input states as well.

\section{Choosing the setting}

The following guidance holds for two-beam images with small errors and $g$ well above zero. The angle $\theta$ is the one in the medium that records the image: in a resist of index 1.7 the beams of the example have $g=0.44$ instead of 0.28. Polarization-dependent reflections at the resist surfaces lie outside this model.

\begin{itemize}
\item \textbf{Scalar phase alone} suffices for fringe position if $|\Delta\delta_1|\Lambda/4\pi$ is well below the placement tolerance and the second-order shifts are negligible against it. One of these comes from leakage: for $x$ input $C$ is proportional to $g+\tfrac14p_+p_-^*$, whose phase can add a shift of up to about $|p_+p_-|\Lambda/(8\pi g)$. Another couples retardance and diattenuation: it adds $\tfrac14\Delta(\delta_2\eta_2+\delta_3\eta_3)$ to $\arg C$ for both polarizations, which is 0.12~nm for $\delta_2=0.3$ and $\eta_2=0.1$ in one beam at a period of 100~nm. For 0.1~nm at a period of 100~nm, the first condition puts $|\Delta\delta_1|$ well below 0.013~rad; the example exceeds this value more than tenfold.
\item \textbf{Apodization} should be added when absolute dose matters, or when $\tfrac12[\ln(t_+/t_-)]^2$ is not negligible against the contrast tolerance. Without diattenuation it gives the dose averaged over $x$ and $y$ input correctly to first order, but not the dose of each polarization.
\item \textbf{Diattenuation} is needed when dose is compared between polarizations and $|\eta_{1+}+\eta_{1-}|$ exceeds the relative dose tolerance. For the absolute dose of one polarization, half this sum is the measure. Diattenuation is also needed when $\Delta\eta_1$ changes $L^2/2$ by more than the contrast tolerance.
\item \textbf{The full Jones matrix} is the safe setting near $\theta=45^\circ$, for oblique or elliptical input, and whenever the leakage terms in (\ref{Ky}) or (\ref{Kx}) exceed the contrast tolerance. It is also the setting to use, among the three named at the start, when $|\Delta\delta_1|$ is too large for scalar phase alone or when diattenuation is needed.
\end{itemize}

An extended source produces many beam pairs, and the criteria were derived for those at $\pm\theta$ in the $xz$ plane. For unequal angles in that plane $G$ stays diagonal, with $g=\cos(\theta_1+\theta_2)$, but the obliquity factors no longer cancel. If both beams of a pair are also tilted towards $y$, the matrix $R_-^\dagger R_+$ gains off-diagonal elements, which mix $x$ and $y$. Even equal values of $\delta_2$ in the two beams then shift the fringes at first order, although $\Delta\delta_1=0$. Such pairs call for the full Jones matrix. A pupil average can hide the difference between two beams on which the shift depends. The numerical output lists the components of both beams and the images with each part removed.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 180.0 nm
index, NA, beam coordinate: 1.50 1.20 0.75
sin theta, cos 2theta: 0.6000 0.2800
theta: 36.870 deg
fringe period: 100.000 nm
pupil max |ret|: 0.5044 rad
pupil max |dia|: 0.2000
phasor jump, chosen / bare branch: 0.258 2.000
J+ row x: 0.04023+0.88956j -0.14490+0.01858j
J+ row y: -0.11922+0.03488j 0.27857+0.74670j
Pauli a0..a3 +: 0.15940+0.81813j -0.11917+0.07143j -0.13206+0.02673j 0.00815-0.01284j
det J+: -0.66965+0.28511j
t +: 0.85313
phi +: 1.36954 rad
ret +: 0.30925 0.31798 -0.02491 rad
dia +: 0.10410 0.00485 -0.04238
|ret| +: 0.44426 rad
|dia|, D +: 0.11250 0.11203
J- row x: 0.30957+0.76212j -0.02544+0.00912j
J- row y: -0.01465+0.01092j 0.38239+0.62823j
Pauli a0..a3 -: 0.34598+0.69518j -0.03641+0.06695j -0.02004+0.01002j 0.00090-0.00540j
det J-: -0.36068+0.48632j
t -: 0.77813
phi -: 1.10447 rad
ret -: 0.16090 0.05757 -0.00831 rad
dia -: 0.11155 0.00055 -0.01456
|ret| -: 0.17109 rad
|dia|, D -: 0.11250 0.11203
2a/a0 + (linear reading): 0.11354+0.31344j 0.00236+0.32329j -0.02651-0.02509j
D + from polarization scan: 0.11203
dia + if diattenuator last: 0.11221 -0.00035 -0.00812
images: mean, contrast, shift in nm
full, x: 0.7427 0.2792 -5.4242
full, y: 0.5991 0.9803 -3.0201
no apodization, x: 1.1144 0.2803 -5.4242
no apodization, y: 0.8983 0.9848 -3.0201
no scalar phase, x: 0.7427 0.2792 -1.2054
no scalar phase, y: 0.5991 0.9803 1.1987
no retardance, x: 0.7427 0.2790 -4.2194
no retardance, y: 0.5991 0.9952 -4.2187
no diattenuation, x: 0.6667 0.2798 -5.4172
no diattenuation, y: 0.6667 0.9841 -3.0178
delta phi, delta ret1: 0.26507 0.14835 rad
first-order shift x, y: -5.3993 -3.0382 nm
ln(mean x/mean y), first order: 0.21489 0.21565
apodization-only contrast factor: 0.99578
error ratios on halving: 4.002 4.001 3.997 4.000
max error polar, image: 3.1e-15 6.7e-16
entrance retarder alpha: 0.50 rad
ret + with entrance retarder: 0.80490 0.32169 0.05582 rad
image change x, y, 45deg: 6.7e-16 6.7e-16 2.6e-02
\end{verbatim}
